\section*{The Rock-Salt Madelung Constant from Gaussian-Smeared Ions}

\section*{The problem}

Point charges $+1$ and $-1$ alternate on a simple cubic grid with nearest-neighbour distance $d$. This is the rock-salt arrangement. We use Hartree atomic units, in which two unit charges at distance $R$ have the energy $\pm1/R$. The electrostatic energy per ion pair is written $-M/d$, and the pure number $M$ is the Madelung constant.

Set $d=1$ until the end. The ions sit at integer triples $\mathbf n=(n_1,n_2,n_3)$, with $n=|\mathbf n|$ and charges $s_{\mathbf n}=(-1)^{n_1+n_2+n_3}$. The site energy of an ion at $\mathbf m$ is
\[
s_{\mathbf m}\sum_{\mathbf n\ne0}\frac{s_{\mathbf m+\mathbf n}}{n}
=s_{\mathbf m}^2\sum_{\mathbf n\ne0}\frac{s_{\mathbf n}}{n}
=\sum_{\mathbf n\ne0}\frac{s_{\mathbf n}}{n},
\]
the same for both kinds of ion. A pair has two ions, and a factor $\tfrac12$ prevents double counting, so
\begin{equation}
-M=\sum_{\mathbf n\neq0}\frac{s_{\mathbf n}}{n}. \label{def}
\end{equation}
This sum is not absolutely convergent, so its order must be stated: we sum over growing cubes centred on an ion, counting ions on faces, edges and corners with weights $\tfrac12,\tfrac14,\tfrac18$.

\textbf{Tasks.} (a) Replace each ion by a normalized Gaussian $g(\mathbf r)=(\alpha/\pi)^{3/2}e^{-\alpha r^2}$ times its charge, and express $M$ through the energy of the smeared lattice, a self term and an overlap term. (b) Show that the result does not depend on $\alpha$ and equals the $M$ of (\ref{def}). (c) Compute $M$ to six decimals.

\section*{Hints}

\begin{enumerate}
\item Two equal Gaussians interact like a point charge and one broader Gaussian. Let $\mu=\sqrt{\alpha/2}$ and look for $\operatorname{erf}(\mu R)/R$.
\item The smeared density changes sign when it is shifted by one grid step. Which plane waves can it contain?
\item For (b), differentiate with respect to $\mu$. Then find the constant from $\mu\to0$.
\item For (c), choose $\alpha$ so that both sums need few shells. Try $\alpha=8$.
\end{enumerate}

\section*{Solution}

\subsection*{Two Gaussians}

Let the centres be a distance $R$ apart. The interaction depends on the positions $\mathbf r,\mathbf r'$ in the two clouds through their difference, whose distribution is the convolution of the two Gaussians. Completing the square,
\[
\alpha r^2+\alpha|\mathbf r-\mathbf R|^2
=2\alpha\left|\mathbf r-\tfrac12\mathbf R\right|^2+\tfrac12\alpha R^2,
\]
and integrating over $\mathbf r$ gives
\[
\left(\frac{\alpha}{\pi}\right)^3\left(\frac{\pi}{2\alpha}\right)^{3/2}e^{-\alpha R^2/2}
=\left(\frac{\mu^2}{\pi}\right)^{3/2}e^{-\mu^2R^2}.
\]
The interaction $U(R)$ is therefore the potential of one Gaussian with exponent $\mu^2$. Poisson's equation for a spherical charge reads
\[
\frac1R\frac{d^2(RU)}{dR^2}=-4\pi\left(\frac{\mu^2}{\pi}\right)^{3/2}e^{-\mu^2R^2}
=-\frac{4\mu^3}{\sqrt\pi}e^{-\mu^2R^2}.
\]
Try $RU=\operatorname{erf}(\mu R)$. Its first derivative is $(2\mu/\sqrt\pi)e^{-\mu^2R^2}$ and its second is $-(4\mu^3R/\sqrt\pi)e^{-\mu^2R^2}$, as required. The solution is finite at $R=0$ and tends to $1/R$ far away, which fixes it:
\begin{equation}
U(R)=\frac{\operatorname{erf}(\mu R)}{R},\qquad U(0)=\frac{2\mu}{\sqrt\pi}=\sqrt{\frac{2\alpha}{\pi}}. \label{pair}
\end{equation}
The self-energy of one cloud is $\tfrac12U(0)$, so a pair of ions has self-energy $U(0)$.

\subsection*{The three terms}

Write $1/n=\operatorname{erf}(\mu n)/n+\operatorname{erfc}(\mu n)/n$ in (\ref{def}), then add and subtract the missing $\mathbf n=0$ term of the first part:
\begin{equation}
-M=E_{\rm sm}-E_{\rm self}+E_{\rm ov}, \label{main}
\end{equation}
\[
E_{\rm self}=\frac{2\mu}{\sqrt\pi},\qquad
E_{\rm ov}=\sum_{\mathbf n\ne0}s_{\mathbf n}\frac{\operatorname{erfc}(\mu n)}{n}.
\]
Here $E_{\rm sm}$ is the full Coulomb energy per pair of the smeared lattice. It includes the repulsion of each cloud with itself, which point ions do not have, so $E_{\rm self}$ is subtracted. Overlapping clouds interact more weakly than point charges, and $E_{\rm ov}$ restores the difference. Splitting a conditionally convergent sum needs justification; the proof of (b) will supply it.

\subsection*{Energy of the smeared lattice}

Begin with a row of alternating Gaussians, $F(x)=\sum_n(-1)^ne^{-\beta(x-n)^2}$. Since $F(x+1)=-F(x)$, its period is 2 and its Fourier series in $e^{i\pi hx}$ contains odd $h$ alone. For odd $h$ the product $F(x)e^{-i\pi hx}$ has period 1, so the coefficient is
\[
\int_0^1F(x)e^{-i\pi hx}dx
=\sum_n(-1)^n\int_0^1e^{-\beta(x-n)^2-i\pi hx}dx .
\]
Put $x=y+n$. The factor $e^{-i\pi hn}=(-1)^n$ cancels the alternating sign, and the intervals join into the whole line:
\[
\int_{-\infty}^{\infty}e^{-\beta y^2-i\pi hy}dy=\sqrt{\frac{\pi}{\beta}}\,e^{-\pi^2h^2/4\beta}.
\]
Hence
\begin{equation}
F(x)=\sqrt{\frac{\pi}{\beta}}\sum_{h\ \rm odd}e^{-\pi^2h^2/4\beta}e^{i\pi hx}. \label{row}
\end{equation}
The lattice density is $(\alpha/\pi)^{3/2}$ times a product of three such rows with $\beta=\alpha$. The prefactors cancel, and with $\mathbf h$ a triple of odd integers
\[
\rho(\mathbf r)=\sum_{\mathbf h}e^{-\pi^2h^2/4\alpha}e^{i\pi\mathbf h\cdot\mathbf r},
\qquad h^2=h_1^2+h_2^2+h_3^2 .
\]
Poisson's equation $\nabla^2\varphi=-4\pi\rho$ multiplies each wave by $4\pi/(\pi^2h^2)=4/(\pi h^2)$. No wave has $\mathbf h=0$, so there is no division by zero. A lattice with a net charge would have such a wave, and this construction would fail for it.

Each ion occupies unit volume, so a pair occupies volume 2. Its energy is $\tfrac12\cdot2$ times the spatial average of $\rho\varphi$. In that average each wave survives when paired with its opposite, which has the same coefficient. The two factors $e^{-\pi^2h^2/4\alpha}$ multiply to give
\begin{equation}
E_{\rm sm}=\frac4\pi\sum_{\mathbf h\ \rm odd}\frac{e^{-\pi^2h^2/2\alpha}}{h^2}
=\frac4\pi\sum_{\mathbf h\ \rm odd}\frac{e^{-\pi^2h^2/4\mu^2}}{h^2}. \label{sm}
\end{equation}

\subsection*{Independence of the exponent}

For $\mu>0$ the sums converge fast enough to be differentiated term by term. In (\ref{sm}) the exponent has derivative $\pi^2h^2/(2\mu^3)$, which cancels the $h^2$ in the denominator:
\begin{align*}
\frac{dE_{\rm sm}}{d\mu}&=\frac{2\pi}{\mu^3}\sum_{\mathbf h\ \rm odd}e^{-\pi^2h^2/4\mu^2},\qquad
\frac{dE_{\rm self}}{d\mu}=\frac{2}{\sqrt\pi},\\
\frac{dE_{\rm ov}}{d\mu}&=-\frac{2}{\sqrt\pi}\sum_{\mathbf n\ne0}s_{\mathbf n}e^{-\mu^2n^2}.
\end{align*}
The self slope, with its minus sign, is the missing $\mathbf n=0$ term of the last sum. Therefore
\[
\frac{d}{d\mu}(E_{\rm sm}-E_{\rm self}+E_{\rm ov})
=\frac{2\pi}{\mu^3}\sum_{\mathbf h\ \rm odd}e^{-\pi^2h^2/4\mu^2}
-\frac{2}{\sqrt\pi}\sum_{\mathbf n}s_{\mathbf n}e^{-\mu^2n^2}.
\]
Take (\ref{row}) at $x=0$ with $\beta=\mu^2$ and cube it:
\[
\sum_{\mathbf n}s_{\mathbf n}e^{-\mu^2n^2}
=\frac{\pi^{3/2}}{\mu^3}\sum_{\mathbf h\ \rm odd}e^{-\pi^2h^2/4\mu^2}.
\]
Multiplication by $2/\sqrt\pi$ turns the prefactor into $2\pi/\mu^3$, and the total slope is zero. At $\mu=1$ the three slopes are $0.030657$, $1.128379$ and $1.097722$, and $0.030657-1.128379+1.097722=0$. These slopes are pure numbers, since energy and $\mu$ both scale as $1/d$.

\subsection*{The constant is $-M$}

Now let $\mu\to0$. $E_{\rm self}$ vanishes linearly. Since $h^2\ge3$, for $\mu\le1$ each exponential in (\ref{sm}) is at most $e^{-3\pi^2/8\mu^2}e^{-\pi^2h^2/8}$, so $E_{\rm sm}$ vanishes too. It remains to show $E_{\rm ov}\to-M$.

Share each ion equally among the eight unit cells that meet at it. A cube of half-width $N$ is then a set of whole cells. A face ion belongs to four of them, an edge ion to two and a corner ion to one, which reproduces the weights $\tfrac12,\tfrac14,\tfrac18$. The eight charges of a cell alternate in sign, so for $f(r)=\operatorname{erfc}(\mu r)/r$ the cell's contribution is, up to sign, $\tfrac18$ of the integral of $\partial_x\partial_y\partial_zf$ over the cell. With
\[
\frac{\operatorname{erfc}(\mu r)}{r}=\frac{2}{\sqrt\pi}\int_\mu^\infty e^{-t^2r^2}dt,
\]
which follows from the substitution $u=tr$, each derivative brings down a factor such as $-2t^2x$:
\[
\partial_x\partial_y\partial_zf=-\frac{16}{\sqrt\pi}\,xyz\int_\mu^\infty t^6e^{-t^2r^2}dt .
\]
Its magnitude is largest at $\mu=0$, where the integral is $15\sqrt\pi/(16r^7)$ and the derivative is $-15xyz/r^7$. Because $|xyz|\le r^3/(3\sqrt3)$, a cell whose nearest point is at distance $r_0>0$ contributes at most
\[
\frac18\cdot\frac{15}{3\sqrt3\,r_0^4}=\frac{5}{8\sqrt3\,r_0^4}
\]
for every $\mu\ge0$. The number of cells near distance $r_0$ grows as $r_0^2$, so the sum over cells converges absolutely, and the distant cells are negligible uniformly in $\mu$. In the remaining finite set, including the eight cells around the central ion with that ion left out, $\operatorname{erfc}(\mu n)\to1$. Thus $E_{\rm ov}\to-M$. The combination in (\ref{main}) is constant with limit $-M$, so (\ref{main}) holds for every $\alpha>0$.

\subsection*{The numbers}

At $\alpha=8$, $\mu=2$ and $E_{\rm self}=4/\sqrt\pi=2.256758334$. The leading wave shell has 8 triples $(\pm1,\pm1,\pm1)$ and gives
\[
\frac4\pi\cdot\frac83\,e^{-3\pi^2/16}=0.533574221 .
\]
The shells $h^2=11,19,27$ add $0.003139694$, $0.000013073$ and $0.000000088$, for a total of $E_{\rm sm}=0.536727076$. In the overlap sum the six nearest neighbours give $-6\operatorname{erfc}(2)=-0.028066410$. The shells $n^2=2,3,4$ add $+0.000537479$, $-0.000004450$ and $+0.000000046$, for a total of $-0.027533334$ when the unrounded parts are summed. Then
\[
M=2.256758334-0.536727076+0.027533334=1.747564592,
\]
so $M=1.747565$ to six decimals. These eight shells were tested to agree with the full sums within $10^{-8}$.

Other exponents divide the same total differently:
\begin{center}
\begin{tabular}{rrrrr}
$\alpha$ & $E_{\rm sm}$ & $E_{\rm self}$ & $E_{\rm ov}$ & $E_{\rm self}-E_{\rm sm}$\\
\hline
0.5 & 0.000000 & 0.564190 & $-1.183375$ & 0.564190\\
2 & 0.002071 & 1.128379 & $-0.621256$ & 1.126308\\
8 & 0.536727 & 2.256758 & $-0.027533$ & 1.720031\\
32 & 2.765952 & 4.513517 & $-0.000000$ & 1.747565
\end{tabular}
\end{center}
The last column is what remains if overlap is forgotten. It changes strongly with $\alpha$ while the clouds are broad and approaches $M$ only when they are narrow enough for the overlap term to be negligible. The complete value is $1.7475645946$ in every row; over the seven exponents in the numerical output it was tested to vary by less than $10^{-12}$.

Definition (\ref{def}) gives an independent check. The smallest cube yields
\[
M_1=\frac62-\frac{12}{4\sqrt2}+\frac{8}{8\sqrt3}=1.45603,
\]
and half-widths $2$, $4$ and $40$ give $1.75177$, $1.74772$ and $1.74756461$. The last differs from the Gaussian result by about $2\times10^{-8}$.

To restore units, energies scale as $1/d$ and $\alpha$ as $1/d^2$. A model crystal with $d=5$ bohr has $\alpha=8/25=0.32$ bohr$^{-2}$ and
\[
E=-\frac{1.747565}{5}=-0.349513\ \text{hartree}=-9.5107\ \text{eV}
\]
per ion pair, relative to separated ions. This is the energy of point charges alone. It leaves out short-range repulsion, dispersion and vibration, so it is not the binding energy of a real crystal.

\section*{Variation 1: very broad Gaussians}

\emph{Take $\mu=0.2$, that is $\alpha=0.08$. Can $M$ be found without any wave sum?}

Yes, to any practical accuracy. The leading wave shell is
\[
\frac{32}{3\pi}\,e^{-3\pi^2/0.16}\sim10^{-80},
\]
because such broad clouds of opposite sign almost cancel and leave nearly no charge density. With $E_{\rm sm}$ dropped, (\ref{main}) becomes
\[
M\approx E_{\rm self}-E_{\rm ov}=0.22567583+1.52188876=1.74756459 .
\]
The self term is still needed: without it the result would be $13\%$ below $M$. The price is range. The factor $\operatorname{erfc}(0.2\,n)$ falls slowly, from $0.78$ at $n=1$ to $0.16$ at $n=5$ and $0.005$ at $n=10$, so many more ions must be included than at $\alpha=8$.

\section*{Variation 2: narrow Gaussians}

\emph{How large must $\alpha$ be before the overlap term can be dropped with an error in $M$ below $10^{-6}$?}

By (\ref{main}), $E_{\rm self}-E_{\rm sm}=M+E_{\rm ov}$, so the error is $E_{\rm ov}$ itself. For narrow clouds the six nearest neighbours dominate, $E_{\rm ov}\approx-6\operatorname{erfc}(\mu)$. Since $t/\mu\ge1$ in the integration range,
\[
\operatorname{erfc}(\mu)=\frac{2}{\sqrt\pi}\int_\mu^\infty e^{-t^2}dt
\le\frac{2}{\sqrt\pi}\int_\mu^\infty\frac t\mu e^{-t^2}dt
=\frac{e^{-\mu^2}}{\mu\sqrt\pi}.
\]
With $\mu^2=\alpha/2$, the nearest-neighbour error is at most $6e^{-\alpha/2}/(\mu\sqrt\pi)$. At $\alpha=16$ this is $4.0\times10^{-4}$, and the computed $E_{\rm ov}$ is $-3.8\times10^{-4}$: not sufficient. At $\alpha=32$ the bound is $9.5\times10^{-8}$ and the computed value $-9\times10^{-8}$: sufficient. The bound decreases with $\alpha$ and crosses $10^{-6}$ between $\alpha=27$, where it is $6e^{-13.5}/\sqrt{13.5\pi}=1.3\times10^{-6}$, and $\alpha=28$, where it is $6e^{-14}/\sqrt{14\pi}=7.5\times10^{-7}$. At $\alpha=28$ the same inequality puts the next shell, $12\operatorname{erfc}(\sqrt2\mu)/\sqrt2$, below $12e^{-28}\approx8\times10^{-12}$, so $\alpha\ge28$ is enough.

The work has moved to the waves. Their factor $e^{-\pi^2h^2/2\alpha}$ decays more slowly in $h^2$ than at $\alpha=8$, by the ratio $\alpha/8$: $3.5$ times at $\alpha=28$ and four times at $\alpha=32$. In addition, $M$ appears as the difference of two larger numbers; at $\alpha=32$ it is $4.513517-2.765952=1.747565$. As $\alpha\to\infty$ both grow without bound, because the self-energy of a point charge is infinite, while their difference tends to $M$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Lengths in d, alpha in 1/d^2, energies per ion pair in 1/d
Direct point-charge sums in weighted cubes of half-width N:
  N =  1   M = 1.45602993
  N =  2   M = 1.75176913
  N =  3   M = 1.74704156
  N =  4   M = 1.74772111
  N = 10   M = 1.74756860
  N = 40   M = 1.74756461
Two Gaussians, alpha=2, R=1: quadrature 0.84270079, erf(1) 0.84270079
Same at R=0: quadrature 1.12837917, formula 1.12837917
E_smeared, alpha=2: real-space 0.00207081, waves 0.00207082
Slopes in mu at mu=1 (smeared, self, overlap), in 1/d^2 units of d=1:
  0.03065730  1.12837917  1.09772187
Overlap sum at mu=0.2: -1.52188876; 2 mu/sqrt(pi) = 0.22567583
Shells for alpha = 8 (mu = 2):
  h^2 =  3  triples  8  smeared part 0.533574221
  h^2 = 11  triples 24  smeared part 0.003139694
  h^2 = 19  triples 24  smeared part 0.000013073
  h^2 = 27  triples 32  smeared part 0.000000088
  n^2 =  1  ions  6  overlap part -0.028066410
  n^2 =  2  ions 12  overlap part +0.000537479
  n^2 =  3  ions  8  overlap part -0.000004450
  n^2 =  4  ions  6  overlap part +0.000000046
  totals: smeared 0.536727076, self 2.256758334, overlap -0.027533334
  M from these shells = 1.74756459
alpha   E_smeared    E_self       E_overlap    M no overlap  M complete
  0.5   0.00000000   0.56418958  -1.18337501   0.56418958  1.7475645946
  1.0   0.00000126   0.79788456  -0.94968130   0.79788330  1.7475645946
  2.0   0.00207082   1.12837917  -0.62125625   1.12630834  1.7475645946
  4.0   0.08385505   1.59576912  -0.23565052   1.51191407  1.7475645946
  8.0   0.53672708   2.25675833  -0.02753334   1.72003126  1.7475645946
 16.0   1.44435357   3.19153824  -0.00037992   1.74718467  1.7475645946
 32.0   2.76595217   4.51351667  -0.00000009   1.74756450  1.7475645946
Largest minus smallest complete M: below 1e-12 is True
Model crystal: d = 5.0 bohr, alpha = 0.32 bohr^-2
Energy per ion pair = -0.349513 hartree = -9.5107 eV
\end{verbatim}
